# Why the contact term depends on the shape of the excluded volume

## What scaling and symmetry allow

The field of a point magnetic moment falls off as $r^{-3}$, while a volume element grows as $r^2\,dr$. Averaging the field over an electron's spin density $\rho(\mathbf r)$ therefore involves integrals of $dr/r$ near the nucleus, which have no length scale of their own. From this alone one can tell how a contact term may depend on the way the nucleus is cut out of the integral.

Put the nucleus at the origin, let $\mathbf n=\mathbf r/r$, and write the angular factor of the dipole field as

$$K_{ij}=3n_in_j-\delta_{ij}.$$

Exclude a small region $\varepsilon V$, where $V$ is a fixed shape around the origin and $\varepsilon\to0$. The dipolar integral over the rest of space is

$$D_{ij}(V)=\lim_{\varepsilon\to0}\int_{\text{outside }\varepsilon V}\rho(\mathbf r)\,\frac{K_{ij}}{r^3}\,d^3r .$$

Replace $V$ by another shape $V'$. The integral changes by the contribution of the region between the two surfaces. That region shrinks to the nucleus, so $\rho$ may be replaced there by $\rho(0)$. What remains is an integral of $K_{ij}/r^3$ that does not change when all lengths are scaled together. Hence

$$D_{ij}(V')-D_{ij}(V)=M_{ij}\,\rho(0),$$

where $M_{ij}$ is a set of pure numbers fixed by the two shapes. It is traceless, because $K_{ii}=3-3=0$ at every point. If both shapes are symmetric about the $z$ axis, $M$ must be a multiple of $\mathrm{diag}(-1,-1,2)$.

If the total coupling is physical, the delta term must change by $-M_{ij}\rho(0)$. Its coefficient is then a tensor whose trace is common to all shapes and whose traceless part belongs to the shape. It remains to find the total without mentioning any excluded volume, and to compute the numbers.

## A total that contains no excluded volume

Take one unpaired electron with spin density $\rho$ normalized to one and no orbital moment, in the nonrelativistic description. Its moment is $-g_e\mu_B\mathbf S$ with $g_e>0$, and the nuclear moment is $\mathbf m=g_N\mu_N\mathbf I$; both spins are dimensionless. I measure fields and vector potentials in units of $\mu_0/4\pi$. If the averaged nuclear field is $\int\rho\,\mathbf B\,d^3r=\mathsf T\mathbf m$, the energy $-\boldsymbol\mu_e\cdot\mathbf B$ becomes

$$H=\mathbf S\cdot\mathsf A\cdot\mathbf I,\qquad \mathsf A=P\,\mathsf T,\qquad P=\frac{\mu_0}{4\pi}g_e\mu_Bg_N\mu_N .$$

The two minus signs, one from the energy and one from the electron's moment, cancel.

Model the nuclear moment first by currents on a sphere of radius $b$. Their vector potential is

$$\mathbf a=\frac{\mathbf m\times\mathbf r}{r^3}\ (r>b),\qquad \mathbf a=\frac{\mathbf m\times\mathbf r}{b^3}\ (r<b).$$

It is continuous at $r=b$, and $\mathbf B=\nabla\times\mathbf a$ is finite everywhere. From $\nabla\times(\rho\mathbf a)=\nabla\rho\times\mathbf a+\rho\,\nabla\times\mathbf a$, and because the surface term at infinity vanishes for a decaying density,

$$\int\rho\,\mathbf B\,d^3r=-\int\nabla\rho\times\mathbf a\,d^3r .$$

Now let $b\to0$. Assume that $|\nabla\rho|$ is bounded near the nucleus; a cusp such as that of $e^{-\zeta r}$ is allowed. Inside the shell $|\mathbf a|\le m/b^2$ and the volume is $4\pi b^3/3$, so this region contributes an amount of order $b$, which vanishes. The point limit is therefore

$$\mathsf T\mathbf m=-\int\nabla\rho\times\frac{\mathbf m\times\mathbf r}{r^3}\,d^3r. \tag{1}$$

The integrand grows only as $r^{-2}$ at the origin, so the integral converges absolutely and its value does not depend on how the origin is approached. Equation (1) contains neither a delta function nor a shape.

## Cutting out a volume

Split (1) at the surface of $\varepsilon V$, with $V$ of finite extent. If $|\nabla\rho|\le G$ and $\varepsilon V$ fits into a sphere of radius $\varepsilon\ell$, the inside part is at most

$$G\,m\int_0^{\varepsilon\ell}\frac{4\pi r^2}{r^2}\,dr=4\pi Gm\,\varepsilon\ell\to0 .$$

Outside, undo the integration by parts: $-\nabla\rho\times\mathbf a=\rho\,\nabla\times\mathbf a-\nabla\times(\rho\mathbf a)$. For $r\ne0$ the curl is

$$\nabla\times\frac{\mathbf m\times\mathbf r}{r^3}
=\mathbf m\,\nabla\!\cdot\!\frac{\mathbf r}{r^3}-(\mathbf m\cdot\nabla)\frac{\mathbf r}{r^3}
=0-\frac{\mathbf m}{r^3}+\frac{3\mathbf r(\mathbf m\cdot\mathbf r)}{r^5},$$

which is $\mathsf K\mathbf m/r^3$, the dipole field. For the other term, the integral of a curl over a region equals $\oint(\text{outward normal})\times(\ldots)\,dS$. Let $\hat{\mathbf n}$ point out of $V$. The outward normal of the outer region is then $-\hat{\mathbf n}$, and this sign cancels the minus sign in front of the curl:

$$\mathsf T\mathbf m=\lim_{\varepsilon\to0}\left[\int_{\text{outside}}\rho\,\frac{\mathsf K\mathbf m}{r^3}\,d^3r+\oint\rho\,\hat{\mathbf n}\times\frac{\mathbf m\times\mathbf r}{r^3}\,dS\right].$$

The area of the surface scales as $\varepsilon^2$ and the potential as $\varepsilon^{-2}$. The surface term thus has a finite limit, in which $\rho$ becomes $\rho(0)$. Expanding the double product,

$$\hat{\mathbf n}\times(\mathbf m\times\mathbf r)=\mathbf m(\hat{\mathbf n}\cdot\mathbf r)-\mathbf r(\hat{\mathbf n}\cdot\mathbf m).$$

The first piece gives $\oint\hat{\mathbf n}\cdot\mathbf r\,dS/r^3=4\pi$, the full solid angle seen from the nucleus. The second defines the demagnetizing tensor of $V$ at the position of the nucleus,

$$N_{ij}=\frac1{4\pi}\oint\frac{x_i\hat n_j}{r^3}\,dS,\qquad N_{ii}=1,$$

where the trace is again the solid angle divided by $4\pi$. The result is

$$T_{ij}=D_{ij}(V)+4\pi(\delta_{ij}-N_{ij})\,\rho(0). \tag{2}$$

The left side was defined by (1) before $V$ was introduced, so the sum on the right is the same for every $V$. In SI units the delta term of the field is $\mu_0(1-\mathsf N)\mathbf m\,\delta(\mathbf r)$.

## Sphere, needle and slab

For a sphere $\hat{\mathbf n}=\mathbf n$, and $N_{ij}$ is the angular average of $n_in_j$, which is $\delta_{ij}/3$. The delta coefficient is $\tfrac23\mu_0$ for every direction of $\mathbf m$.

Needle and slab are two limits of a cylinder with radius $R$, half-length $L$ and axis $z$, centred on the nucleus. Only the caps have $\hat n_z\neq0$. On the upper cap $z\hat n_z=\hat{\mathbf n}\cdot\mathbf r$, so its contribution to $4\pi N_{zz}$ is the solid angle it covers, $2\pi\left(1-L/\sqrt{L^2+R^2}\right)$. The lower cap contributes the same, since both $z$ and $\hat n_z$ change sign. Therefore

$$N_{zz}=1-\frac{L}{\sqrt{L^2+R^2}},\qquad N_{xx}=N_{yy}=\frac{1-N_{zz}}2 .$$

The needle, $L\gg R$, has $N_{zz}=0$ and $N_{xx}=\tfrac12$. The slab, $R\gg L$, has $N_{zz}=1$ and $N_{xx}=0$. The delta coefficients $1-N$, in units of $\mu_0$, are:

| Shape | $\mathbf m$ along $z$ | $\mathbf m$ along $x$ |
|---|---|---|
| sphere | 2/3 | 2/3 |
| needle | 1 | 1/2 |
| slab | 0 | 1 |

The sphere is not the only shape that gives $2/3$. A cylinder does so when $L/\sqrt{L^2+R^2}=2/3$, that is $9L^2=4L^2+4R^2$, or $L/R=2/\sqrt5\approx0.894$. A cube centred on the nucleus does so too, since its symmetry makes the three diagonal elements of $\mathsf N$ equal and the others zero.

The zero for the slab has a simple physical reason. For the small current shell, $\oint\hat{\mathbf n}\times\mathbf a\,dS$ is the integral of the finite field $\mathbf B$ over $V$. The flux of $\mathbf B$ through a whole plane $z=\text{const}$ equals the circulation of $\mathbf a$ around a very large circle. This vanishes, because $|\mathbf a|$ falls as $R^{-2}$ while the circumference grows as $R$. Every plane in the slab thus carries as much flux down as up: the strong field in the core is balanced by the return field around it. In a sphere centred on the shell, the dipole field between the two surfaces averages to zero over directions, and only the core contributes: inside the shell $\mathbf B=2\mathbf m/b^3$, which integrates to $8\pi\mathbf m/3$.

The derivation of (2) assumed a $V$ of finite extent, so the aspect ratio goes to infinity after $\varepsilon\to0$. One may also exclude an infinite slab $|z|<\varepsilon$ from the start. Compared with a disc of radius $\Lambda\varepsilon$, this removes an extra region in which $|K_{ij}|\le2$, and the change is at most

$$2\rho_{\max}\,(2\varepsilon)\int_{\Lambda\varepsilon}^\infty\frac{2\pi R\,dR}{R^3}=\frac{8\pi\rho_{\max}}{\Lambda}.$$

For an infinite needle of radius $\varepsilon$, compared with one of half-length $\Lambda\varepsilon$, the bound is

$$2\rho_{\max}\,\pi\varepsilon^2\cdot2\int_{\Lambda\varepsilon}^\infty\frac{dz}{z^3}=\frac{2\pi\rho_{\max}}{\Lambda^2}.$$

Neither bound depends on $\varepsilon$, and both vanish as $\Lambda\to\infty$. The infinite shapes give the same limits.

## Where the difference goes

The compensation can be followed directly. For a shape whose surface is crossed once by every ray from the nucleus, describe the surface of $\varepsilon V$ by $r=\varepsilon s(\mathbf n)$ and compare it with the sphere $r=\varepsilon$. In each direction the outer integral loses $\int_\varepsilon^{\varepsilon s}dr/r=\ln s$, or gains if $s<1$. Thus

$$D_{ij}(\text{sphere})-D_{ij}(V)=\rho(0)\int K_{ij}\ln s\,d\Omega .$$

By (2) the left side must equal $4\pi(\tfrac13\delta_{ij}-N_{ij})\rho(0)$. With $x=\cos\theta$, the slab has $s=1/|x|$, and

$$\int K_{zz}\ln s\,d\Omega=-4\pi\int_0^1(3x^2-1)\ln x\,dx=-4\pi\left(-\tfrac13+1\right)=-\frac{8\pi}3 .$$

This is $4\pi(\tfrac13-1)$, as required. The needle has $s=(1-x^2)^{-1/2}$. Integrating by parts with $x^3-x$ as the antiderivative of $3x^2-1$, the boundary terms vanish and

$$-2\pi\int_0^1(3x^2-1)\ln(1-x^2)\,dx=2\pi\int_0^1 2x^2\,dx=\frac{4\pi}3,$$

which is $4\pi(\tfrac13-0)$.

The signs have a plain meaning. Beyond the sphere, the slab removes mainly the equatorial region, where $K_{zz}$ is negative, so the outer integral rises by $\tfrac{8\pi}3\rho(0)$ relative to the sphere. The needle removes mainly the polar region, where $K_{zz}$ is positive, and the outer integral falls by $\tfrac{4\pi}3\rho(0)$.

A spherical density shows this most sharply. Its dipolar integral is zero outside a sphere. Outside a slab it is $\tfrac{8\pi}3\rho(0)$ for the $zz$ element, which is the whole coupling, and the delta term is zero. If "dipolar coupling" means the outer integral, the statement that an $s$ electron has none thus presupposes an excluded volume with $\mathsf N=\tfrac13$. If it means the traceless part of the total, the statement holds for a spherical density without reference to any volume.

## What the shape cannot change

Since $K_{ii}=0$, the trace of $D$ vanishes for every $V$, and (2) gives

$$T_{ii}=4\pi(3-1)\rho(0)=8\pi\rho(0),\qquad A_{\rm iso}=\tfrac13A_{ii}=\frac{8\pi}3P\rho(0).$$

The division of $\mathsf A$ into an isotropic and a traceless part is therefore independent of shape. It is the division into a delta term and an outer integral that is a convention. The two divisions coincide when $\mathsf N=\tfrac13$.

The trace itself is physics and not convention, because it records that the moment is made of currents. Suppose the moment were instead a pair of magnetic charges, with field $-\nabla\phi$ and $\phi=\mathbf m\cdot\mathbf r/r^3$. The averaged field would be $\int\phi\,\nabla\rho\,d^3r$, and the trace of its tensor

$$\int\frac{\mathbf r\cdot\nabla\rho}{r^3}\,d^3r=\int d\Omega\int_0^\infty\frac{\partial\rho}{\partial r}\,dr=-4\pi\rho(0),$$

instead of $+8\pi\rho(0)$. No choice of $V$ can turn one value into the other.

## A solvable model

Let the electron occupy a hybrid with $s$ weight $w=0.1$ and $p$ weight $0.9$:

$$\psi=\sqrt w\,\sqrt{\frac{\zeta^3}\pi}\,e^{-\zeta r}+\sqrt{1-w}\,\sqrt{\frac{\zeta^5}\pi}\,z\,e^{-\zeta r},\qquad\zeta=2\ \text{bohr}^{-1}.$$

The cross term in $\rho=\psi^2$ is odd under inversion and drops out for the centred shapes used here. The $p$ density vanishes at the nucleus, so its outer integral is the same for all $V$. With $\int(3x^2-1)x^2\,d\Omega=2\pi\left(\tfrac65-\tfrac23\right)=\tfrac{16\pi}{15}$ and $\int_0^\infty re^{-2\zeta r}dr=1/(4\zeta^2)$,

$$D^{(p)}_{zz}=(1-w)\frac{\zeta^5}\pi\cdot\frac{16\pi}{15}\cdot\frac1{4\zeta^2}=0.9\cdot\frac{4\zeta^3}{15}=1.92\ \text{bohr}^{-3},$$

and $D^{(p)}_{xx}=-0.96$ bohr$^{-3}$. The $s$ part gives $\rho(0)=0.1\cdot8/\pi=0.2546$ bohr$^{-3}$, so that $\tfrac{8\pi}3\rho(0)=2.133$ bohr$^{-3}$. For a model nucleus with $g_N=1$, the physical constants give $P/h=95.52$ MHz bohr$^3$. In frequency units the $p$ part is then $183.4$ MHz along $z$ and $-91.7$ MHz along $x$, and $A_{\rm iso}=203.8$ MHz.

For the needle, the outer $zz$ integral is lower than for the sphere by $\tfrac{4\pi}3P\rho(0)$, half of $203.8$ MHz: $183.4-101.9=81.5$ MHz. For the slab it is higher by the full amount: $183.4+203.8=387.2$ MHz. The $xx$ elements shift by half as much with the opposite sign. All entries are in MHz:

| Shape | $zz$: delta + outer | $xx$: delta + outer |
|---|---|---|
| sphere | 203.8 + 183.4 | 203.8 − 91.7 |
| needle | 305.7 + 81.5 | 152.8 − 40.8 |
| slab | 0 + 387.2 | 305.7 − 193.6 |

Up to rounding in the last digit, every row adds up to $A_{zz}=387.2$ MHz and $A_{xx}=112.1$ MHz.

Errors arise when the two terms are taken from shapes with different $\mathsf N$. Adding the spherical $\tfrac{8\pi}3\rho(0)$ to an outer integral taken with $V$ misses the total by

$$D_{ij}(V)+\tfrac{8\pi}3\rho(0)\delta_{ij}-T_{ij}=4\pi\left(N_{ij}-\tfrac13\delta_{ij}\right)\rho(0).$$

With the slab this gives $A_{zz}=591.0$ MHz and $A_{xx}=10.2$ MHz. The difference $A_{zz}-A_{xx}$ comes out as $580.8$ instead of $275.1$ MHz, while $A_{\rm iso}$ is still $203.8$ MHz. A correct isotropic coupling is thus no evidence that the two terms match.

## How small the volume must be

Equation (2) is a limit, and for the slab it is approached slowly. For the $s$ part, exclude $|z|<\varepsilon$ and set $\alpha=2\zeta\varepsilon$. The outer $zz$ integral is

$$4\pi\rho(0)\int_0^1(3x^2-1)F(x)\,dx,\qquad F(x)=\int_{\varepsilon/x}^\infty\frac{e^{-2\zeta r}}r\,dr .$$

Since $F'(x)=e^{-\alpha/x}/x$, integration by parts turns this into

$$4\pi\rho(0)\int_0^1(1-x^2)\,e^{-\alpha/x}\,dx .$$

At $\alpha=0$ the integral is $\tfrac23$, the value found above. For small $\alpha$ the shortfall comes mainly from $\alpha\ll x<1$, where $1-e^{-\alpha/x}\approx\alpha/x$. To leading order it is $4\pi\rho(0)\,\alpha\ln(1/\alpha)$. The logarithm comes from the $R^{-3}$ decay of the dipole field in the plane acting together with the cusp of the density. In the slab $\rho(0)-\rho\approx2\zeta R\,\rho(0)$ for $\varepsilon\ll R\ll1/(2\zeta)$, and $2\varepsilon\int2\pi R\cdot2\zeta R\,\rho(0)\,R^{-3}\,dR=4\pi\rho(0)\,\alpha\int dR/R$, which over this range gives $\ln(1/\alpha)$. For a density without a cusp, $\rho(0)-\rho\propto R^2$, the integral is no longer logarithmic and the shortfall is simply of order $\varepsilon$. The $p$ part matters less: its density in the slab is proportional to $z^2$, and $\int_{|z|<\varepsilon}z^2r^{-3}d^3r=2\pi\varepsilon^2$.

Numerical quadrature of the outer integral for the hybrid gives a $zz$ error of $0.41$ bohr$^{-3}$ at $\varepsilon=10^{-2}$ bohr and $0.0099$ bohr$^{-3}$ at $10^{-4}$ bohr. Relative to the total $T_{zz}=1.92+2.13=4.05$ bohr$^{-3}$, these are about 10% and 0.2%. The leading estimate at $10^{-4}$ bohr is $3.20\times(4\times10^{-4})\times7.82=0.0100$ bohr$^{-3}$.

Several conditions limit the result. The excluded volume must be small on the scale over which $\rho$ varies. If the two terms are to represent the actual field inside and outside it, it must also be large compared with the region of the nuclear currents, since the field outside was taken to be purely dipolar. If the nucleus is not small on the scale of $\rho$, no such volume exists and the finite current distribution has to be used in $-\int\nabla\rho\times\mathbf a\,d^3r$. If $\rho$ diverges at the origin, $\rho(0)$ has no meaning and (2) fails. Finally, $\mathsf N$ must be evaluated at the nucleus. For shapes other than ellipsoids this point value differs from the volume-averaged demagnetizing factor: a cylinder with $L/R=2$ has $N_{zz}=0.106$ at its centre but $0.182$ on average. If the nucleus sits off centre on the axis of a cylinder, the caps cover different solid angles, $N_{zz}$ changes, and the delta coefficient changes with it.
